# The Cooper–Zare Formula for Photoelectrons from a Closed Subshell

**Q.** I am told that two radial integrals and one phase difference fix the angular distribution of photoelectrons from a filled subshell. A $d$ subshell has five orbitals, and each can emit into several partial waves. Why should so little information suffice?

**A.** Let me first fix the model. One electron moves in a central potential $V(r)$, before and after absorption. The light is linearly polarized along $\boldsymbol\epsilon$ and acts through the electric dipole operator $\boldsymbol\epsilon\cdot\mathbf r$. Spin-orbit coupling and the response of the other electrons are left out. I use Rydberg atomic units, with lengths in bohr and energies in Ry:

$$-P''+\left[\frac{L(L+1)}{r^2}+V\right]P=EP,\qquad E=k^2 .$$

The electron leaves a singly charged ion, so $V\to-2/r$ far out. The initial orbitals are $P_{nl}(r)Y_{lm}/r$, all filled.

The sum over filled orbitals, $\sum_m|\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf r|nlm\rangle|^2$, is the squared length of a vector with $2l+1$ components. A unitary change of basis within the subshell leaves it unchanged. I may therefore quantize along the electron direction $\mathbf k$ instead of along the polarization, and that removes most of the terms.

**Q.** Before you remove anything, write down the final state. Phases are where such derivations go wrong.

**A.** With $\gamma$ the angle between $\mathbf r$ and $\mathbf k$, it is

$$\psi_{\mathbf k}=\sum_L i^L e^{-i\delta_L}\,\frac{2L+1}{4\pi}\,P_L(\cos\gamma)\,\frac{P_{EL}(r)}{r},$$

$$P_{EL}\to\frac{1}{\sqrt{\pi k}}\sin\!\left(kr+\frac{\ln 2kr}{k}-\frac{L\pi}{2}+\delta_L\right).$$

Split the sine into exponentials. The outgoing part of wave $L$ carries $i^Le^{-i\delta_L}\cdot e^{i\delta_L}e^{-iL\pi/2}=1$, the same for every $L$. Since $\sum_L(2L+1)P_L(\cos\gamma)/4\pi$ is a delta function in direction, the outgoing wave travels along $\mathbf k$. That is what a detector in direction $\mathbf k$ requires; the remaining spherical waves run inward.

The amplitude follows from normalization. Two sines of amplitude $A$ have overlap $A^2(\pi/2)\,\delta(k-k')$, and $\delta(k-k')=2k\,\delta(E-E')$. Unit normalization per Ry needs $A^2\pi k=1$.

**Q.** Now remove the terms.

**A.** Put $z$ along $\mathbf k$ and $\boldsymbol\epsilon$ in the $xz$ plane at angle $\theta$ to $\mathbf k$. Then $\boldsymbol\epsilon\cdot\mathbf r=z\cos\theta+x\sin\theta$. The final state has no dependence on the azimuth $\varphi$. Under the azimuthal integral, $z$ connects it to the $m=0$ orbital alone, and $x$, which varies as $\cos\varphi$, to the real orbital varying as $\cos\varphi$. Call the amplitudes $A_0=\langle\mathbf k|z|l0\rangle$ and $A_1=\langle\mathbf k|x|l,\cos\varphi\rangle$. They belong to different initial orbitals, so they add as intensities:

$$I(\theta)=|A_0|^2\cos^2\theta+|A_1|^2\sin^2\theta .$$

With $P_2=(3\cos^2\theta-1)/2$ we have $\cos^2\theta=(1+2P_2)/3$ and $\sin^2\theta=(2-2P_2)/3$. Hence

$$I=\frac{|A_0|^2+2|A_1|^2}{3}\,[1+\beta P_2(\cos\theta)],\qquad
\beta=\frac{2(|A_0|^2-|A_1|^2)}{|A_0|^2+2|A_1|^2}.$$

So $|A_0|^2$ is the emission along the polarization and $|A_1|^2$ the emission across it. Because neither can be negative, $-1\le\beta\le2$.

**Q.** That is neat, but it hides the dynamics in $A_0$ and $A_1$. Where do the radial integrals enter?

**A.** Define

$$R_\pm=\int_0^\infty P_{E,l\pm1}\,r\,P_{nl}\,dr,\qquad c_\pm=(-i)^{l\pm1}e^{i\delta_\pm}R_\pm ,$$

where $\delta_\pm=\delta_{l\pm1}$. The factor in $c_\pm$ is the complex conjugate of the one in $\psi_{\mathbf k}$, because the final state stands on the left. With $u=\cos\gamma$, the Legendre recurrence is

$$uP_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1}.$$

The $m=0$ orbital has angular part $\sqrt{(2l+1)/4\pi}\,P_l(u)$. Since $\int P_L^2\,d\Omega=4\pi/(2L+1)$, the weight $(2L+1)/4\pi$ in the final state cancels, and

$$A_0=\frac{(l+1)c_++l\,c_-}{\sqrt{4\pi(2l+1)}}.$$

For $A_1$ the orbital is $N\sin\gamma\,P_l'(u)\cos\varphi$. Integration by parts with Legendre's equation gives

$$\int_{-1}^{1}(1-u^2)P_l'^2\,du=l(l+1)\int_{-1}^{1}P_l^2\,du=\frac{2l(l+1)}{2l+1}.$$

The integral of $\cos^2\varphi$ contributes $\pi$, so $N^2=(2l+1)/[2\pi l(l+1)]$. Multiplying the orbital by $x=r\sin\gamma\cos\varphi$ produces $(1-u^2)P_l'$. The identity $(1-u^2)P_l'=l(P_{l-1}-uP_l)$ and the recurrence turn this into

$$(1-u^2)P_l'=\frac{l(l+1)}{2l+1}(P_{l-1}-P_{l+1}).$$

The azimuthal integral is now $\pi$ instead of $2\pi$, which leaves a factor $1/2$:

$$A_1=\frac N2\,\frac{l(l+1)}{2l+1}(c_--c_+)=\frac12\sqrt{\frac{l(l+1)}{2\pi(2l+1)}}\,(c_--c_+).$$

**Q.** One amplitude has a plus and the other a minus. Is that the sign that ends up in front of the interference?

**A.** Not yet, because $c_+$ and $c_-$ hide a relative sign of their own. From $(-i)^2=-1$ we get $(-i)^{l-1}=-(-i)^{l+1}$, so

$$|A_0|^2=\frac{|(l+1)R_+e^{i\delta_+}-lR_-e^{i\delta_-}|^2}{4\pi(2l+1)},$$

$$|A_1|^2=\frac{l(l+1)\,|R_+e^{i\delta_+}+R_-e^{i\delta_-}|^2}{8\pi(2l+1)}.$$

Write $C=R_-R_+\cos(\delta_+-\delta_-)$ and multiply by $4\pi(2l+1)$. The combination that fixes total emission is

$$(l+1)^2R_+^2+l^2R_-^2-2l(l+1)C+l(l+1)(R_+^2+R_-^2+2C)$$
$$=(2l+1)\,[\,lR_-^2+(l+1)R_+^2\,].$$

The interference cancels, as it must after integration over angles, since waves of different $L$ are orthogonal on the sphere. In the difference it survives:

$$2(l+1)^2R_+^2+2l^2R_-^2-4l(l+1)C-l(l+1)(R_+^2+R_-^2+2C)$$
$$=(l+1)(l+2)R_+^2+l(l-1)R_-^2-6l(l+1)C .$$

Dividing the second by the first gives the Cooper–Zare formula:

$$\beta=\frac{l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_-R_+\cos(\delta_+-\delta_-)}{(2l+1)\,[\,lR_-^2+(l+1)R_+^2\,]}.$$

Besides the integrals and the phase difference, it needs $l$. A common scale factor in $R_\pm$ drops out, so their signed ratio suffices.

**Q.** You changed the quantization axis to get there. I would trust it more if someone kept the axis along the polarization and added up all $m$.

**A.** That sum was evaluated for $l=0$ to $4$, with random integrals and phases between $-2$ and $2$, at thirteen angles. The largest absolute deviation of the intensity from the formula was $4\times10^{-14}$.

**Q.** What does it say in cases I can judge without a computer?

**A.** For $l=0$ there is one channel, the formula gives $\beta=2$, and the intensity is proportional to $\cos^2\theta$. If $R_+=0$, then $\beta=(l-1)/(2l+1)$, which is $0$ for $p$ and $1/5$ for $d$. If $R_-=0$, then $\beta=(l+2)/(2l+1)$, which is $1$ for $p$ and $4/5$ for $d$.

For $l>0$ the extremes need both channels. $\beta=2$ requires $A_1=0$, so the two waves $R_\pm e^{i\delta_\pm}$ must be equal and opposite. $\beta=-1$ requires $A_0=0$, that is $(l+1)R_+e^{i\delta_+}=lR_-e^{i\delta_-}$.

**Q.** Which phases do you mean? People quote phase shifts with and without the Coulomb part.

**A.** The total phase, as defined by the asymptotic sine above: $\delta_L=\sigma_L+\tau_L$, with $\sigma_L=\arg\Gamma(L+1-i/k)$ from the Coulomb tail and $\tau_L$ from the short-range part of the potential. The term $-L\pi/2$ stays outside. Including it would change the phase difference by $\pi$ and reverse the interference. The logarithm is common to both waves and drops out. Applying $\Gamma(s+1)=s\Gamma(s)$ twice gives

$$\sigma_{l+1}-\sigma_{l-1}=-\arctan\frac{1}{kl}-\arctan\frac{1}{k(l+1)} .$$

The sign of a radial wave is also a convention. Replacing $P_{EL}$ by $-P_{EL}$ reverses $R_L$ and shifts $\delta_L$ by $\pi$, so the product in the formula is unchanged. Integrals and phases must therefore come from the same waves.

**Q.** Does the Coulomb part matter in numbers?

**A.** Take a filled hydrogenic $2p$ subshell of independent electrons at $E=0.50$ Ry. Then $1/k=\sqrt2$, and the two arctangents are those of $\sqrt2$ and $1/\sqrt2$, which add up to $\pi/2$. The cosine vanishes, and

$$\beta=\frac{6R_+^2}{3(R_-^2+2R_+^2)}=\frac{2}{2+(R_-/R_+)^2}.$$

The computed value is $0.9412$, so $|R_-/R_+|=0.354$. If the Coulomb phases are dropped, the cosine becomes $1$, and for integrals of equal sign $\beta$ changes by $-4(0.354)/(2+0.125)=-0.666$. That gives about $0.275$, in agreement with the computed $0.2757$.

This case also admits a test without partial waves. The Coulomb continuum state is known in closed form, and $A_0$ and $A_1$ can be integrated directly in parabolic coordinates. The result is again $0.9412$. For $3d$ at $0.40$ Ry, both routes give $0.5724$.

**Q.** Hydrogen has no filled $2p$ subshell. Show me an atom that someone in lithography cares about.

**A.** Tin absorbs in tin-based resists exposed at a wavelength of 13.5 nm, and its $4d$ subshell is full. I take a free tin atom, nonrelativistic and spherically averaged, in the Hartree–Fock–Slater approximation. Its potential is the nuclear attraction, the electrostatic repulsion of the electron density $\rho$, and the local exchange term $-6(3\rho/8\pi)^{1/3}$ Ry. Wherever this sum is less attractive than $-2/r$, it is replaced by $-2/r$, the Latter tail. The open $5p$ subshell enters through its averaged density.

The photon energy is 91.84 eV, or 6.750 Ry. The $4d$ orbital energy is $-34.42$ eV, so the electron leaves with $91.84-34.42=57.42$ eV, or 4.2205 Ry, and $k=2.054$. The computed integrals and phases are

$$R_-=0.08927,\qquad R_+=-0.17303\quad(\text{bohr Ry}^{-1/2}),$$
$$\delta_-=2.3300,\qquad\delta_+=1.9343,\qquad\cos(\delta_+-\delta_-)=0.9227 .$$

Here the radial waves are taken positive near the nucleus. The last digit of each integral depends on the radial mesh by about one unit, which leaves $\beta$ unchanged to the digits given. With $l=2$, the numerator is $2R_-^2+12R_+^2-36R_-R_+\cos(\delta_+-\delta_-)$ and the denominator is $5(2R_-^2+3R_+^2)$:

$$\beta=\frac{0.01594+0.35925+0.51306}{0.52875}=1.680 .$$

The interference is the largest term. It is positive because the integrals have opposite signs while the cosine is positive. Up to a multiple of $2\pi$, which the cosine ignores, the short-range phases are $2.543$ and $2.547$. They nearly coincide here, so almost all of the phase difference of $-0.396$ is the Coulomb part, $-0.400$.

**Q.** How directional is an electron with $\beta=1.68$?

**A.** Emission along the polarization exceeds emission across it by $(1+\beta)/(1-\beta/2)=16.7$. For unpolarized light, average over two polarizations perpendicular to the beam. Along the beam both stand at $90^\circ$ to the electron, which gives $1-\beta/2$. Sideways, one is parallel and the other perpendicular to it, which gives $\tfrac12[(1+\beta)+(1-\beta/2)]=1+\beta/4$. The ratio of sideways to forward emission is $8.9$.

**Q.** And how many electrons are there? An asymmetry says nothing about yield.

**A.** For a field of amplitude $F$, the golden rule gives the rate $(2\pi/\hbar)(eF/2)^2|\langle\boldsymbol\epsilon\cdot\mathbf r\rangle|^2$, and the photon flux is $cF^2/(8\pi\hbar\omega)$ in Gaussian units. Their quotient is $4\pi^2\alpha\,\hbar\omega\,|\langle\boldsymbol\epsilon\cdot\mathbf r\rangle|^2$ per solid angle, with $\alpha$ the fine-structure constant. The energy unit cancels, because the squared matrix element is taken per unit energy. I double this for spin, sum over $m$ and integrate over angles, which multiplies the mean intensity $(|A_0|^2+2|A_1|^2)/3$ by $4\pi$. With $|A_0|^2+2|A_1|^2=[lR_-^2+(l+1)R_+^2]/4\pi$ this becomes

$$\sigma=\frac{8\pi^2\alpha a_0^2}{3}\,\omega\,[\,lR_-^2+(l+1)R_+^2\,],$$

with $\omega$ the photon energy in Ry. The bracket is $0.52875/5=0.10575$ bohr²/Ry, and the cross section is 3.84 Mb.

**Q.** Is $\beta$ at least steady, so that one value serves over a range of photon energies?

**A.** No. Holding the potential and the $4d$ orbital fixed, the model gives:

| Photon energy (eV) | $R_-$ | $R_+$ | cosine | $\beta$ |
|---|---|---|---|---|
| 50 | 0.206 | −0.765 | −0.996 | 0.16 |
| 90 | 0.092 | −0.191 | 0.900 | 1.62 |
| 110 | 0.069 | −0.058 | 0.999 | 1.97 |
| 130 | 0.055 | 0.001 | 0.932 | 0.16 |
| 160 | 0.041 | 0.036 | 0.743 | −0.57 |

At 110 eV the two waves are nearly equal and opposite, which is the condition for $\beta=2$. Between 110 and 130 eV the $f$ integral changes sign, a Cooper minimum of that channel. At 130 eV it is almost zero, and $\beta$ lies near the limit $1/5$. At 160 eV both integrals are positive, the interference is negative, and emission across the polarization dominates. At 50 eV the integrals have opposite signs, but the cosine is negative as well, and the interference is again negative. These positions belong to the independent-electron model. The $4d$ response discussed next moves the minimum of the $f$ channel to higher photon energy, and $\beta$ at 130 eV is then near 2 rather than 0.16.

**Q.** The $f$ integral is small and about to vanish. Would a modest error in it not ruin your 1.68?

**A.** A modest one would not: multiplying $R_+$ by $0.9$ or $1.1$ in the formula gives $\beta=1.73$ or $1.63$. But the neglected response of the other $4d$ electrons is not modest. The light sets the $4d$ density oscillating, and that density exerts its own field on the departing electron. In linear response the dipole factor $r$ is replaced by a complex function $\phi(r)$, which obeys

$$\phi=r+K\chi\phi .$$

Here $\chi$ gives the density induced in the $4d$ shell, and $K$ gives the electrostatic and local-exchange field of that density. The integrals $R_\pm$ become complex, and the expressions for $|A_0|^2$ and $|A_1|^2$ still hold. In the formula, $R_\pm^2$ becomes $|R_\pm|^2$, and $C$ becomes the real part of $R_-^*R_+e^{i(\delta_+-\delta_-)}$.

At the same photon energy, this lowers $\beta$ from 1.68 to 1.00 and raises the cross section from 3.84 to about 20 Mb. With the induced field switched off, the absorption obtained from $\chi$ agrees with the golden rule to 0.02 per cent. That checks the absorptive part of $\chi$, but neither its real part nor the choice of $K$. The estimate includes response within the $4d$ shell alone. The other shells matter, because the model's $4p$ threshold, 96 eV, lies only about 4 eV above the photon energy. Letting all shells respond gives $\beta\approx1.1$ and a $4d$ cross section of about 19 Mb. With the exchange term also reduced to two thirds, these become about 1.2 and 14 Mb. The value 1.00 is therefore good to no better than 0.1 to 0.2.

**Q.** Length and velocity forms of the dipole operator are often compared as a check. Did that not warn you?

**A.** It could not. For a local potential, $[H,z]=-2\,\partial_z$, so $\omega\langle f|z|i\rangle=-2\langle f|\partial_z|i\rangle$ whenever both states belong to the same $H$. The computed velocity integrals are $0.08927$ and $-0.17303$, equal to the length values to the digits shown. This tests the radial waves. It says nothing about the electron response that $H$ leaves out.

**Q.** What else is missing?

**A.** The other estimates, each made without the $4d$ response, are these:

- Relaxation: if the departing electron moves in the self-consistent potential of an ion with a $4d$ hole, at the same kinetic energy and with the same initial orbital, $\beta$ is 1.94.
- Exchange: with the exchange term reduced to two thirds, at the same photon energy, the $4d$ level moves to $-27.5$ eV and $\beta$ is 1.72.
- Spin-orbit coupling: the estimated $4d$ splitting is 1.16 eV. Shifting the kinetic energy by half of it either way gives 1.66 and 1.70. This covers the energy shift, not the spin dependence of the radial waves.
- Photon momentum: its product with the mean $4d$ radius is 0.026, which sets the scale of the first correction to the dipole approximation, though not a bound on it.

These changes need not add, because $\beta$ is not linear in the amplitudes.

**Q.** So what may I carry over to a real resist?

**A.** The form $1+\beta P_2$ for the electrons as they leave the tin atoms, if the surroundings of these atoms are randomly oriented, but not the value 1.68. The Cooper–Zare expression for $\beta$ is then an approximation, which treats the potential around each tin atom as central. Tin in a resist is chemically bound, so its $4d$ level need not lie at the model's 34.4 eV below vacuum. Near 13.5 nm the model's $\beta$ changes by about 0.03 per eV of kinetic energy, so a few eV matter less than the $4d$ response does. That response also changes the cross section about fivefold, so neither 3.84 nor 20 Mb should be taken as the value for a resist.

Scattering then reduces the anisotropy. Take a rough mean free path of 0.6 nm and a path of 1 nm. A fraction $f=e^{-1/0.6}=0.189$ is unscattered. If the scattered electrons are all counted and taken as isotropic, the distribution is $f(1+\beta P_2)+(1-f)=1+f\beta P_2$. The effective asymmetry is $0.189\times1.68=0.32$, or $0.19$ with the response value of $\beta$. Electrons scattered mainly forward would keep more of it.

**Q.** When should I not use the formula at all, even with perfect radial integrals?

**A.** When its structure fails. In an open subshell, the orbitals need not be equally filled. If the atoms are randomly oriented and all transitions share the same radial integrals and phases, averaging over orientations restores the equal sum over $m$, and the formula still holds. It can fail if the atoms are aligned, or if the ion's angular-momentum states have different energies and amplitudes. With strong spin-orbit coupling, the waves depend on total angular momentum $j$, and two integrals are too few. In a molecule or solid, the potential is not central and mixes partial waves. Averaging over random orientations restores the form $1+\beta P_2$, but two integrals and a phase difference no longer fix $\beta$ exactly. Where this mixing is strong, the formula should not be used. The $4d$ response in tin is a milder failure: it keeps the two channels and the form $1+\beta P_2$, but makes the integrals complex. The remaining digits are in the numerical output.

## Computed results

```
angular law, largest deviation from m-sum: 3.9e-14
hydrogen 2p, electron energy 0.50 Ry:
  beta direct 0.9412, formula 0.9412, no Coulomb phase 0.2757
hydrogen 3d, electron energy 0.40 Ry:
  beta direct 0.5724, formula 0.5724, no Coulomb phase 0.2658
tin: Z = 50, SCF cycles 32
wavelength 13.5 nm, photon energy 91.84 eV = 6.7501 Ry
4d orbital energy -2.5297 Ry = -34.42 eV
photoelectron energy 4.2205 Ry = 57.42 eV
wave number k 2.0544 1/bohr
R to p wave 0.08927 bohr Ry^-1/2
R to f wave -0.17303 bohr Ry^-1/2
velocity-form R: p 0.08927, f -0.17303 bohr Ry^-1/2
Coulomb phases: p -0.2134, f -0.6130 rad
short-range phases: p 2.5433, f 2.5473 rad
total phases: p 2.3300, f 1.9343 rad
cos(delta_f - delta_p) 0.9227
numerator terms: p 0.01594, f 0.35925 bohr^2/Ry
  interference 0.51306 bohr^2/Ry
denominator 0.52875 bohr^2/Ry
beta 1.6799
4d cross section 3.839 Mb
emission ratio parallel/perpendicular to polarization 16.745
unpolarized light, ratio sideways/along beam 8.872
scan: photon eV, R_p, R_f (bohr Ry^-1/2), cos, beta
    50   0.20557  -0.76465  -0.9963   0.1591
    70   0.13071  -0.52569   0.2398   0.9137
    90   0.09184  -0.19092   0.9004   1.6204
   110   0.06942  -0.05770   0.9994   1.9740
   130   0.05498   0.00070   0.9320   0.1575
   160   0.04085   0.03599   0.7432  -0.5663
   200   0.02948   0.04870   0.4660   0.1382
4d-shell response: beta 1.0037
  cross section 20.383 Mb
  golden-rule check ratio 1.00023
  flux check ratio 1.00024
continuum relaxed around 4d hole: beta 1.9447
exchange factor 2/3: 4d energy -27.49 eV, beta 1.7191
4d spin-orbit splitting 1.156 eV
  beta at energy -/+ half splitting 1.6614 / 1.6982
mean 4d radius 1.0464 bohr, photon momentum x radius 0.0258
rough mean free path 0.6 nm, path 1.0 nm
  unscattered fraction 0.189
  beta if scattered part is isotropic 0.317
```
